# Electron–Phonon Drag and the Kelvin Relation: A Coupled Boltzmann Solver

## Two amplitudes

Let one number \(\phi\) measure the drift of the electrons and one number \(\psi\) that of the phonons. An electrochemical field \(\mathcal E\) pushes the electrons; a temperature gradient \(\nabla T\) pushes both. With constant factors absorbed into the units, the steady state obeys

\[
A\phi+aB\psi=-e\mathcal E j-\frac{\nabla T}{T}h_e,\qquad
bB\phi+D\psi=-\frac{\nabla T}{T}h_p .
\]

Here \(A,D>0\) describe relaxation and \(B\) the exchange of drift. The switch \(a\) multiplies the drag of phonons on electrons, and \(b\) that of electrons on phonons. Physically \(a=b=1\). The currents are \(J=-ej\phi\) and \(J_Q=h_e\phi+h_p\psi\), with \(e>0\).

The Peltier coefficient is \(\Pi=J_Q/J\) at \(\nabla T=0\). The second equation then gives \(\psi=-bB\phi/D\), so

\[
\Pi=-\frac{1}{ej}\left(h_e-b\frac{Bh_p}{D}\right).
\]

The Seebeck coefficient is \(S=\mathcal E/\nabla T\) at \(J=0\). Here \(J=0\) means \(\phi=0\), so \(\psi=-(\nabla T/T)h_p/D\). Inserting this in the first equation gives

\[
TS=-\frac{1}{ej}\left(h_e-a\frac{Bh_p}{D}\right),\qquad
TS-\Pi=(a-b)\frac{Bh_p}{ejD}.
\]

The Kelvin relation \(\Pi=TS\) therefore holds with both drag terms, and also with neither. It fails when one is kept alone, provided \(Bh_p\ne0\). The claim that it needs both terms is too strong. What it needs is equal treatment of the two. In this two-amplitude model a correct \(S\) needs \(a=1\) and a correct \(\Pi\) needs \(b=1\); one calculation gives both, and the correct conductivity, only with \(a=b=1\).

## The collision operator

The full model has one isotropic parabolic band of mass \(m\), longitudinal phonons with \(\omega=cq\), and no magnetic field. Electrons scatter from phonons by normal processes \(\mathbf k+\mathbf q\leftrightarrow\mathbf k'\), with \(\varepsilon'=\varepsilon+\hbar\omega\). The net rate of one process is

\[
R=W[f(1-f')N-f'(1-f)(N+1)],
\]

where \(f,f'\) are electron occupations, \(N\) is the phonon occupation and \(W\) is the golden-rule rate. Differentiation gives

\[
\frac{\partial R}{\partial f}=W(N+f'),\quad
\frac{\partial R}{\partial f'}=-W(N+1-f),\quad
\frac{\partial R}{\partial N}=W(f-f').
\]

To expose the symmetry, set \(\delta f=F\phi\) with \(F=f(1-f)\), and \(\delta N=F\psi\) with \(F=N(N+1)\) for phonons. Then \(\phi\) is the change of \(\ln[f/(1-f)]\), and \(\psi\) that of \(\ln[N/(N+1)]\). The ratio of forward to backward rates is

\[
\frac{f}{1-f}\,\frac{1-f'}{f'}\,\frac{N}{N+1}.
\]

It equals one in equilibrium, by energy conservation. To first order it becomes \(1+\phi+\psi-\phi'\), hence

\[
\delta R=P(\phi+\psi-\phi'),\qquad P=Wf(1-f')N .
\]

In an isotropic model a drive along \(x\) produces deviations \(\phi(k)\hat k_x\) and \(\psi(q)\hat q_x\). Only radial functions remain, and averages of two direction cosines leave scalar products of unit vectors.

Choose electron energies \(\varepsilon_i=(i+\tfrac12)h\), \(i\ge0\), and phonon energies \(\hbar\omega_j=jh\), \(j\ge1\). The final electron index is \(i+j\), so no energy interpolation is needed. A channel exists if \(|k'-k|\le q\le k+k'\). The triangle fixes

\[
\hat k\!\cdot\!\hat k'=\frac{k^2+k'^2-q^2}{2kk'},\quad
\hat k\!\cdot\!\hat q=\frac{k'^2-k^2-q^2}{2kq},\quad
\hat k'\!\cdot\!\hat q=\frac{k'^2+q^2-k^2}{2k'q}.
\]

For the channel strength, let \(G(q)\) be the squared matrix element times the crystal volume. Count two spins, integrate over all directions, and use \(\int d(\hat k\cdot\hat q)\,\delta(\varepsilon'-\varepsilon-\hbar\omega)=m/(\hbar^2kq)\):

\[
\frac{2}{(2\pi)^6}(4\pi k^2dk)(2\pi q^2dq)\frac{2\pi}{\hbar}G\frac{m}{\hbar^2kq}
=\frac{mG}{2\pi^3\hbar^3}\,k\,dk\,q\,dq .
\]

Since \(k\,dk=mh/\hbar^2\), the strength is

\[
C_{ij}=\frac{m^2hG(q_j)q_j\Delta q}{2\pi^3\hbar^5},\qquad \Delta q=\frac{h}{\hbar c}.
\]

The numbers of states per volume in a cell are \(w_i=k_imh/(\pi^2\hbar^2)\) for electrons and \(w_j=q_j^2\Delta q/(2\pi^2)\) for phonons.

A dilation shifts the band by the deformation potential \(\Xi\) times the strain. With mass density \(\rho\), the zero-point amplitude gives \(G_0=\Xi^2\hbar q/(2\rho c)\). Static screening reduces it. A total potential energy \(U\) induces the density \(-(\partial n/\partial\mu)U\), whose own potential energy is \(-(q_s^2/q^2)U\), with \(q_s^2=e^2(\partial n/\partial\mu)/\epsilon_s\) and \(\epsilon_s\) the permittivity. Thus \(U=U_0-(q_s^2/q^2)U\), and

\[
G=\frac{\Xi^2\hbar q}{2\rho c}\left(\frac{q^2}{q^2+q_s^2}\right)^2 .
\]

Impurities relax the electron drift at a constant rate \(\nu_i=e/(m\mu_i)\), where \(\mu_i\) is the impurity-limited mobility. Boundaries and other phonons relax the phonon drift at \(\nu_p=c/\Lambda\), where \(\Lambda\) is a mean free path.

Let \(x\) collect \(\phi\) and \(\psi\), and let \(M\) be the loss matrix acting on \(x\), with each row multiplied by its number of states. Then

\[
x^TMx=\sum_{\rm channels}Cf(1-f')N\,
|\phi\hat k+\psi\hat q-\phi'\hat k'|^2+\sum_\alpha w_\alpha F_\alpha\nu_\alpha x_\alpha^2 .
\]

This makes \(M\) symmetric, and positive when all losses are positive. The choice \(\phi=k,\ \psi=q\) makes every channel term vanish because \(\mathbf k+\mathbf q=\mathbf k'\): a common drift is not relaxed by the coupling.

## Drives, currents and the weight law

For electrons, \(f_0\) depends on \((\varepsilon-\mu)/k_BT\), and the force is \(-eE\). With \(\mathcal E=E+\nabla\mu/e\), the drift side of the Boltzmann equation is

\[
v\left(-\frac{\partial f_0}{\partial\varepsilon}\right)
\left[e\mathcal E+(\varepsilon-\mu)\frac{\nabla T}{T}\right],\qquad
-\frac{\partial f_0}{\partial\varepsilon}=\frac{F}{k_BT}.
\]

For phonons it is \(c(\partial N/\partial T)\nabla T=cF\hbar\omega\nabla T/(k_BT^2)\). Define \(j_\alpha=w_\alpha v_\alpha F_\alpha\) for electrons and zero for phonons. Define \(h_\alpha=w_\alpha v_\alpha u_\alpha F_\alpha\), with \(u=\varepsilon-\mu\) or \(\hbar\omega\), and \(v=c\) for phonons. Then

\[
Mx=-\frac1{k_BT}\left(e\mathcal E\,j+\frac{\nabla T}{T}h\right),\quad
J=-\frac e3j^Tx,\quad J_Q=\frac13h^Tx .
\]

The factor \(1/3\) is the average of a squared direction cosine. Comparing with \(J=\sigma(\mathcal E-S\nabla T)\) gives

\[
\sigma=\frac{e^2}{3k_BT}j^TM^{-1}j,\quad
TS=-\frac{j^TM^{-1}h}{e\,j^TM^{-1}j},\quad
\Pi=-\frac{h^TM^{-1}j}{e\,j^TM^{-1}j}.
\]

Now split \(M\) into electron and phonon blocks and insert the switches:

\[
M_{ab}=\begin{pmatrix}A&aB\\bB^T&D\end{pmatrix},\qquad
A_{\rm eff}=A-ab\,BD^{-1}B^T .
\]

For a source \(j\), the phonon row gives \(\psi=-bD^{-1}B^T\phi\), hence \(A_{\rm eff}\phi=j\). For a source \(h\), it gives \(\psi=D^{-1}(h_p-bB^T\phi)\), hence \(A_{\rm eff}\phi=h_e-aBD^{-1}h_p\). Therefore

\[
j^TM_{ab}^{-1}h=j^TA_{\rm eff}^{-1}h_e-a\,j^TA_{\rm eff}^{-1}BD^{-1}h_p,
\]
\[
h^TM_{ab}^{-1}j=h_e^TA_{\rm eff}^{-1}j-b\,h_p^TD^{-1}B^TA_{\rm eff}^{-1}j .
\]

Because \(A_{\rm eff}\) is symmetric, the first terms agree, and so do the factors multiplying \(a\) and \(b\). The result is

\[
TS-\Pi=(a-b)d(ab),\qquad
d(ab)=\frac{j^TA_{\rm eff}^{-1}BD^{-1}h_p}{e\,j^TA_{\rm eff}^{-1}j}.
\]

For \(0\le ab\le1\) the inverses exist. With \(s=\sqrt{ab}\), the matrix having both switches equal to \(s\) is \((1-s)\,{\rm diag}(A,D)+sM\), which is positive; \(A_{\rm eff}\) is its Schur complement, hence positive too. If \(d\ne0\), Kelvin symmetry is equivalent to \(a=b\). Equal weights below one still violate momentum conservation, since the common drift no longer cancels.

## Momentum balance and two limits

Multiply the electron equation under a field by \(\hbar k\) and sum. The force density \(-en\mathcal E\) is balanced by impurity loss and by the momentum \(g\) passed to phonons per volume and time. The electron momentum density is \(-mJ/e\), so

\[
-en\mathcal E=-\frac{m\nu_i}{e}J+g .
\]

In steady state \(g=\nu_pP_p\), where \(P_p\) is the phonon momentum density. The phonon heat current is \(c^2P_p\), because \(\hbar\omega c=c^2\hbar q\). Dividing by \(J\), with \(\sigma=ne\mu_m\), yields

\[
\Pi_p=-c\Lambda\left(\frac1{\mu_m}-\frac1{\mu_i}\right)=d(1).
\]

Here \(\mu_m\) is the mobility of the full solution. Its inverse must not be replaced by a no-drag value, since phonons return some momentum.

If impurities dominate the electron relaxation, \(A_{\rm eff}\) is close to \(A\), and \(d\) hardly depends on \(ab\). One-way calculations then supply good halves of a matched pair: \(S\) from \((1,0)\) and \(\Pi\) from \((0,1)\).

In a second limit, losses are small compared with the exchange. The two limits do not exclude each other: with a constant impurity time the impurity-limited \(\phi\) is already proportional to \(k\), so small phonon losses alone lead to the same \(\Pi_p\). For the coupled modes \(x\) then approaches a multiple of the common drift \((k,q)\). Use \(\hbar\sum wvkF/(3k_BT)=n\) for electrons and \(C_c=\sum w(\hbar\omega)^2F/(k_BT^2)\) for the heat capacity of the coupled phonons. The ratio \(J_Q/J\) gives

\[
\Pi_p\to-\frac{1}{en}\,\frac{\sum w(\hbar\omega)^2F}{3k_BT}
=-\frac{TC_c}{3en}.
\]

For a fixed set of coupled phonons, drag thus saturates, while the conductivity diverges as all losses vanish. The set itself widens as losses fall, because the thermal tail of fast electrons couples to shorter waves. A phonon needs electrons above about \(\hbar^2q^2/8m\), so each tenfold drop in loss raises the reachable threshold by roughly \(k_BT\ln10\). A clear plateau therefore needs \(k_BT\ll\mu\); at \(k_BT/\mu\approx0.12\), as in the example below, \(|\Pi_p|\) keeps growing roughly logarithmically. In this model, phonons too short in wavelength to couple carry heat under \(\nabla T\) but add nothing to \(S\) or \(\Pi\). That rests on treating all phonon-phonon scattering as a momentum sink. In a real crystal, normal phonon-phonon processes conserve momentum and share it with the short waves, which then contribute to the drag.

## Algorithm

Assemble from the raw derivatives. Symmetry then becomes a diagnostic of the occupations and state counts. The matrix \(K\) acts on \(\delta f,\delta N\) and satisfies \(M_{\alpha\beta}=w_\alpha K_{\alpha\beta}F_\beta\).

```
find mu from n; build grids, w, F, v, u
K = 0
for each allowed channel (i, j), last = i+j:
    states = (i, last, phonon j)
    sign   = (+1, -1, +1)
    r      = (N+f', N+1-f, f-f')
    for alpha, beta in states:
        K[alpha,beta] += C/w[alpha] * sign[alpha]
            * sign[beta] * dot(unit[alpha],unit[beta])
            * r[beta]
add nu_i and nu_p to the diagonal of K
solve K y = -field drive
solve K z = -thermal drive
sigma = J[y]/E;  Pi = J_Q[y]/J[y]
S = -J[z]/(sigma*gradT)
```

The phonon block is diagonal, so phonons can be eliminated directly. With \(n_e\) electron and \(n_p\) phonon nodes, assembly costs at most order \(n_en_p\), elimination order \(n_e^2n_p\), and dense factorization order \(n_e^3\). Halving \(h\) multiplies the last cost by about eight. The example has \(n_e=1100\), \(n_p=82\); its full matrix has \(1182^2\) entries, about 11 MB in double precision.

An alternating solver factors \(A\) once. Each sweep then costs order \(n_e^2+n_en_p\) per drive, and the order of the solves matters:

```
field:   phi = A^-1 (source_e - B psi)
         psi = D^-1 (source_p - B^T phi)
thermal: psi = D^-1 (source_p - B^T phi)
         phi = A^-1 (source_e - B psi)
start both from zero; repeat
```

Call each factor \(B\) or \(B^T\) a crossing. After sweep \(r=1,2,\ldots\), the field response contains electron terms with up to \(2r-2\) crossings and phonon terms with up to \(2r-1\). In the phonon-first thermal response, \(h_e\) reaches the current with up to \(2r-2\) crossings and \(h_p\) with up to \(2r-1\). The terms match one by one by transposition, so Kelvin symmetry holds at every sweep. If the thermal solve also starts with electrons, \(h_p\) reaches the current with at most \(2r-3\) crossings, and symmetry returns only on convergence.

For stability, define \(X=A^{-1/2}BD^{-1}B^TA^{-1/2}\). It is nonnegative, and positivity of \(A_{\rm eff}\) at \(ab=1\) puts its largest eigenvalue \(\lambda\) below one. With \(y=A^{-1/2}j\), the conductivity error after sweep \(r\) is proportional to \(y^TX^r(1-X)^{-1}y\). Each further sweep multiplies it by at most \(\lambda\). As losses vanish, \(\lambda\to1\) and the iteration stalls.

## Worked example

Take \(T=50\) K, \(n=5\times10^{18}\) cm\(^{-3}\), \(m=0.30m_e\), \(c=6.5\) km/s, \(\rho=7.0\) g/cm\(^3\), \(\Xi=10\) eV, relative permittivity 12 and \(\Lambda=5\) µm. The density integral gives \(\mu=35.1\) meV, against \(k_BT=4.31\) meV. The grid step is 0.10 meV and the top energy 110 meV; halving the step changes \(S\) by 0.02% in the doped case defined next.

Two impurity mobilities are compared with all else fixed: 300 cm²/Vs ("doped") and \(10^5\) cm²/Vs ("clean"). The clean case serves only to expose back-action; it is not a realistic bulk sample, since ionized donors at this density limit the mobility to a few hundred cm²/Vs. Direct solution gives, in mV:

| \((a,b)\) | doped \(TS\) | doped \(\Pi\) | clean \(TS\) | clean \(\Pi\) |
|---|---:|---:|---:|---:|
| (1,1) | −5.855 | −5.855 | −4.912 | −4.912 |
| (1,0) | −5.853 | −2.527 | −4.653 | −1.476 |
| (0,1) | −2.527 | −5.853 | −1.476 | −4.653 |
| (0,0) | −2.527 | −2.527 | −1.476 | −1.476 |

In the doped case \(S=-5.855\,{\rm mV}/50\,{\rm K}=-117\) µV/K: −50.6 from electrons and −66.5 from phonons. Momentum balance shows the size of the latter. The unrounded \(1/\mu_m-1/\mu_i\) corresponds to a mobility of 97,700 cm²/Vs, or 9.77 m²/Vs, and \(c\Lambda=0.0325\) m²/s. Hence \(\Pi_p=-0.0325/9.77\) V \(=-3.33\) mV, which divided by 50 K is −66.5 µV/K.

Back-action is small in the doped case: the matched one-way pair differs from the full answer by 0.04%. In the clean case the difference is 5.3%, and drag raises the mobility from 35,700 to 50,400 cm²/Vs. The electronic part of \(\Pi\) also changes. Momentum balance gives a phonon part of −3.20 mV, leaving −1.71 mV for electrons instead of −1.48 mV without drag.

The alternating solver has \(\lambda=0.296\) in the clean case. Its successive values are, in mV:

| sweep | \(\Pi\) | \(TS\), phonon-first | \(TS\), electron-first |
|---|---:|---:|---:|
| 1 | −4.653 | −4.653 | −1.476 |
| 2 | −4.843 | −4.843 | −4.112 |
| 4 | −4.906 | −4.906 | −4.847 |

## Failure modes

Kelvin agreement is not a convergence criterion: the first phonon-first sweep satisfies it while 5.3% from the converged value. Nor does it establish correct physics. Setting \(a=b=0.5\) in the clean case gives \(TS=\Pi=-3.12\) mV instead of −4.91 mV. Monitor the coefficients themselves, and the momentum balance.

Inconsistent occupations break the symmetry even with both drag terms present. Replacing \(N\) by \(k_BT/\hbar\omega\) in the clean collision matrix, but not in the drives, makes \(TS\) differ from \(\Pi\) by 22% of \(\Pi\). Detailed balance requires the Bose form together with the Fermi factors.

The doped parameters lie roughly in the regime of n-type SnO\(_2\); they are typical-size inputs, not a fit. The 5 µm phonon path is favourable, and fine-grained films would have a shorter one. For \(\Lambda=0.5\) µm, other inputs fixed, the drag part can be bracketed. A shorter path returns less momentum, so the net inverse mobility lies between its 5 µm value and the no-drag value. The no-drag mobility of 298.33 cm²/Vs gives \(1/298.33-1/300\), or about 1/(5.4 m²/Vs). With \(c\Lambda=0.00325\) m²/s, drag contributes between about −7 and −12 µV/K instead of −67.

Real doped material also breaks the assumption of a constant impurity time. For \(\tau\propto\varepsilon^p\), diffusion alone gives

\[
S_{\rm diff}=-\frac1{eT}\left[
\frac{\int\varepsilon^{5/2+p}(-\partial_\varepsilon f_0)d\varepsilon}
{\int\varepsilon^{3/2+p}(-\partial_\varepsilon f_0)d\varepsilon}-\mu\right].
\]

Quadrature yields −51 µV/K for \(p=0\) and −97 µV/K for \(p=3/2\), the weak-screening limit for charged impurities. Screening lowers their exponent, so the second value is an upper estimate in magnitude. Removing screening changes the full \(S\) from −117 to −146 µV/K. The constant \(q_s\) is the long-wavelength limit and overstates screening near \(q=2k_F\), with \(k_F\) the Fermi wavevector; a wavevector-dependent static response moves \(S\) part of the way from the first value toward the second. These uncertainties far exceed the grid error.

The Fermi wavevector times the electron path is 5.5, so corrections to the Boltzmann picture of order 1/5.5 are possible. A rough mass anisotropy of \(0.30/0.23=1.3\) would make the constant-time conductivity directional by that ratio. Linear response also requires drift well below the sound speed, hence fields well below \(c/\mu_m=2.2\) kV/cm in the doped case. This is not sufficient: at low temperature electrons lose energy slowly, and their heating can set a much lower limit.
